\section*{LS–jj transformation and intermediate coupling for two electrons, part 2}

Two electrons with orbital angular momenta $l_1,l_2$ and spin $\tfrac12$ occupy orbitals $P_{nl}(r)Y_{lm}\chi_{m_s}/r$, with $P_{nl}$ assumed the same for $j=l\pm\tfrac12$. The units are Rydberg atomic units, $\hbar=1$, $e^2=2$, $m=\tfrac12$, $c=2/\alpha$; $[x]=2x+1$, and phases are those of Condon and Shortley. The bases are
\begin{align}
|LS\rangle&=|(l_1l_2)L,(\tfrac12\tfrac12)S;JM\rangle, &
|jj\rangle&=|(l_1\tfrac12)j_1,(l_2\tfrac12)j_2;JM\rangle,
\label{bases}
\end{align}
and $jj$ levels are written $(j_1j_2)_J$. The real orthogonal matrix $T_{j_1j_2,LS}=\langle jj|LS\rangle$ is independent of $M$. In terms of a $9j$ symbol, which reduces to $6j$ symbols,
\begin{equation}
T_{j_1j_2,LS}=\sqrt{[j_1][j_2][L][S]}\begin{Bmatrix}l_1&\tfrac12&j_1\\ l_2&\tfrac12&j_2\\ L&S&J\end{Bmatrix}.
\label{main}
\end{equation}
\begin{equation}
\begin{Bmatrix}a&b&c\\ d&e&f\\ g&h&i\end{Bmatrix}=\sum_x(-1)^{2x}[x]
\begin{Bmatrix}a&d&g\\ h&i&x\end{Bmatrix}
\begin{Bmatrix}d&e&f\\ b&x&h\end{Bmatrix}
\begin{Bmatrix}a&b&c\\ f&i&x\end{Bmatrix}.
\label{three6j}
\end{equation}
Let $P$ exchange the electrons. For equivalent electrons only $L+S$ even is allowed, and for $j_1\neq j_2$ (taken with $j_1<j_2$) the antisymmetric $jj$ state is $(1-P)|j_1j_2J\rangle/\sqrt2$, so that
\begin{equation}
\langle j_1j_2J|\frac{1-P}{\sqrt2}|LS\rangle=\frac{1+(-1)^{L+S}}{\sqrt2}\,T_{j_1j_2,LS}.
\label{sqrt2}
\end{equation}
Let $\mathsf a=\sqrt{2/3}$, $\mathsf b=\sqrt{1/3}$ and $t_0,s_0=({\uparrow\downarrow}\pm{\downarrow\uparrow})/\sqrt2$. The $p$ spin-orbitals, with orbital projection and spin in each ket, are
\begin{align}
q_{3/2}&=|1{\uparrow}\rangle,& q_{1/2}&=\mathsf b|1{\downarrow}\rangle+\mathsf a|0{\uparrow}\rangle &&(j=\tfrac32),\nonumber\\
p_+&=\mathsf a|1{\downarrow}\rangle-\mathsf b|0{\uparrow}\rangle,& p_-&=\mathsf b|0{\downarrow}\rangle-\mathsf a|{-1}{\uparrow}\rangle &&(j=\tfrac12).
\label{spinors}
\end{align}
Also $|(\tfrac12\tfrac32)11\rangle=\tfrac12|\tfrac12,\tfrac12\rangle-\tfrac{\sqrt3}2|{-\tfrac12},\tfrac32\rangle$. For the configuration $sp$ ($l_1=0$, $l_2=1$), with rows $(\tfrac12\tfrac12),(\tfrac12\tfrac32)$ and columns ${}^3P,{}^1P$,
\begin{equation}
T^{sp}_{0}=-1,\qquad T^{sp}_{1}=\begin{pmatrix}\mathsf a&\mathsf b\\ -\mathsf b&\mathsf a\end{pmatrix},\qquad T^{sp}_{2}=+1 .
\label{Tsp}
\end{equation}
The matrices for $p^2$ come next, followed by the energies in intermediate coupling for both configurations.

\subsection{The configuration $p^2$}

The allowed terms are ${}^3P_{0,1,2}$, ${}^1D_2$, ${}^1S_0$, and the allowed $jj$ levels are $(\tfrac12\tfrac12)_0$, $(\tfrac12\tfrac32)_{1,2}$, $(\tfrac32\tfrac32)_{0,2}$; each list holds 15 states. The orbital $L=1$ states, obtained by lowering, are $\Lambda_1=(|1,0\rangle-|0,1\rangle)/\sqrt2$, $\Lambda_0=(|1,-1\rangle-|{-1},1\rangle)/\sqrt2$, $\Lambda_{-1}=(|0,-1\rangle-|{-1},0\rangle)/\sqrt2$. For an antisymmetric $\phi$, $\langle\phi|(1-P)\psi\rangle/\sqrt2=\sqrt2\langle\phi|\psi\rangle$.

For $J=0$, ${}^3P_0=\mathsf b(\Lambda_1{\downarrow\downarrow}-\Lambda_0t_0+\Lambda_{-1}{\uparrow\uparrow})$, ${}^1S_0=\mathsf b(|1,-1\rangle-|0,0\rangle+|{-1},1\rangle)s_0$ and $(\tfrac12\tfrac12)_0=(1-P)p_+p_-/\sqrt2$, with
\begin{equation}
p_+p_-=\tfrac{\sqrt2}3|1{\downarrow},0{\downarrow}\rangle-\tfrac23|1{\downarrow},{-1}{\uparrow}\rangle-\tfrac13|0{\uparrow},0{\downarrow}\rangle+\tfrac{\sqrt2}3|0{\uparrow},{-1}{\uparrow}\rangle .
\end{equation}
The overlap of $p_+p_-$ with ${}^3P_0$ is $\mathsf b(\tfrac13+\tfrac13+0+\tfrac13)=\mathsf b$, and with ${}^1S_0$ it is $(\mathsf b/\sqrt2)(\tfrac23+\tfrac13)$; multiplied by $\sqrt2$ these are $\mathsf a$ and $\mathsf b$. Orthogonality makes the row of $(\tfrac32\tfrac32)_0$ equal to $\pm(-\mathsf b,\mathsf a)$. The component $|1{\uparrow},{-1}{\downarrow}\rangle$ has coefficient $+\tfrac12$ in $(\tfrac32\tfrac32)_0$, $-\mathsf b/2$ in ${}^3P_0$ and $\mathsf b/\sqrt2$ in ${}^1S_0$; the upper sign gives $\tfrac16+\tfrac13=\tfrac12$ and is the right one.

For $J=1$ there is one state in each basis, so $T=\pm1$. The component $|{-1}{\uparrow},1{\uparrow}\rangle$ has coefficient $+\tfrac12$ in ${}^3P_1=(\Lambda_1t_0-\Lambda_0{\uparrow\uparrow})/\sqrt2$. In $\tfrac12p_+q_{1/2}-\tfrac{\sqrt3}2p_-q_{3/2}$ it has $\tfrac{\sqrt3}{2}\mathsf a=1/\sqrt2$ and the exchanged component is absent, so the antisymmetrized coefficient is $+\tfrac12$ and $T=+1$.

For $J=M=2$, ${}^3P_2=\Lambda_1{\uparrow\uparrow}$ and ${}^1D_2=|1,1\rangle s_0$. The product $p_+q_{3/2}=\mathsf a|1{\downarrow},1{\uparrow}\rangle-\mathsf b|0{\uparrow},1{\uparrow}\rangle$ has overlaps $\mathsf b/\sqrt2$ and $-\mathsf a/\sqrt2$, and $q_{3/2}q_{1/2}=\mathsf b|1{\uparrow},1{\downarrow}\rangle+\mathsf a|1{\uparrow},0{\uparrow}\rangle$, whose antisymmetrized form is $(\tfrac32\tfrac32)_2$, has $\mathsf a/\sqrt2$ and $\mathsf b/\sqrt2$. With ${}^3P$ as first column and the $jj$ state of smaller $j_1+j_2$ as first row,
\begin{equation}
T^{pp}_0=\begin{pmatrix}\mathsf a&\mathsf b\\ -\mathsf b&\mathsf a\end{pmatrix},\qquad T^{pp}_1=+1,\qquad T^{pp}_2=\begin{pmatrix}\mathsf b&-\mathsf a\\ \mathsf a&\mathsf b\end{pmatrix}.
\label{Tpp}
\end{equation}
The route through \eqref{three6j} gives the same. For $(\tfrac12\tfrac32)$, ${}^3P_2$ the terms are $3(0.166667)(-0.166667)(0.288675)=-0.024056$ for $x=1$ and $5(-0.223607)(0.288675)(-0.223607)=0.072169$ for $x=2$. The sum is $0.048113$, and the prefactor including \eqref{sqrt2} is $\sqrt2\sqrt{2\cdot4\cdot3\cdot3}=12$, so $T=0.5774=\mathsf b$.

\subsection{Intermediate coupling}

The model Hamiltonian within one configuration is $V+\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ with $V=2/r_{12}$. Mixing with other configurations and the two-electron magnetic terms (spin--spin, spin--other-orbit) are left out.

The operator $V$ commutes with $\mathbf L$ and $\mathbf S$, and each pair $(L,S)$ occurs once, so $V$ is diagonal in the $LS$ basis and independent of $J$. Use $1/r_{12}=\sum_kr_<^kr_>^{-k-1}P_k(\cos\gamma)$ and the addition theorem, by which $\int P_k(\cos\gamma)f(\mathbf n_2)\,d\Omega_2=4\pi f(\mathbf n_1)/(2k+1)$ for $f$ a harmonic of rank $k$ and zero for other ranks. Define $F^k=2\iint P_a^2(r_1)P_b^2(r_2)\,r_<^kr_>^{-k-1}$ and $G^k$ likewise with $P_aP_b$ at both points. For $sp$ the spatial function is symmetric for the singlet and antisymmetric for the triplet, so the energy is direct $\pm$ exchange. The $s$ density is spherical, so the direct part is $F^0$. The exchange density $Y_{00}Y_{1m}=Y_{1m}/\sqrt{4\pi}$ has rank 1 and gives $(4\pi/3)(1/4\pi)G^1$. Thus
\begin{equation}
E({}^3P)=F^0-G,\qquad E({}^1P)=F^0+G,\qquad G=G^1/3 .
\end{equation}
For $p^2$ take real orbitals $\sqrt{3/4\pi}\,n_i$. A product of two is $\delta_{ik}/4\pi+(3/4\pi)t_{ik}$ with $t_{ik}=n_in_k-\delta_{ik}/3$ of rank 2. Isotropy gives $\int n_in_jn_kn_l\,d\Omega=A(\delta_{ik}\delta_{jl}+\delta_{ij}\delta_{kl}+\delta_{il}\delta_{jk})$, and contraction gives $4\pi=15A$. With $\int n_in_k\,d\Omega=4\pi\delta_{ik}/3$, $\int t_{ik}t_{jl}\,d\Omega=4\pi[(\delta_{ij}\delta_{kl}+\delta_{il}\delta_{jk})/15-2\delta_{ik}\delta_{jl}/45]$. Multiplying by $(3/4\pi)^2(4\pi/5)F^2$, the action on the orbital amplitude $\psi_{kl}$ is
\begin{equation}
(V\psi)_{ij}=F^0\psi_{ij}+F\,(3\delta_{ij}\psi_{kk}+3\psi_{ji}-2\psi_{ij}),\qquad F=F^2/25,
\end{equation}
where $F^2$ denotes the Slater integral with $k=2$ and $\psi_{kk}$ is the trace. The antisymmetric tensor (three components, $L=1$) gives $F^0-5F$, the symmetric traceless one (five, $L=2$) gives $F^0+F$, and $\delta_{ij}$ ($L=0$) gives $F^0+(9+3-2)F=F^0+10F$. Energies are counted from $F^0$ below.

The spin--orbit term is diagonal in the $jj$ basis, since $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$ is $-1$ for $p_{1/2}$, $+\tfrac12$ for $p_{3/2}$ and $0$ for $s$. If $D$ is its diagonal matrix, the $LS$ matrix is $T^{\rm T}DT$. With $\mathsf{ab}=\sqrt2/3$ and in units of $\zeta$, the elements $(11,\,12,\,22)$ are
\begin{align}
sp,\ J=1,\ D=(-1,\tfrac12):&\quad -\tfrac23+\tfrac16=-\tfrac12,\quad -\tfrac32\mathsf{ab}=-\tfrac1{\sqrt2},\quad -\tfrac13+\tfrac13=0,\nonumber\\
p^2,\ J=0,\ D=(-2,1):&\quad -\tfrac43+\tfrac13=-1,\quad -3\mathsf{ab}=-\sqrt2,\quad -\tfrac23+\tfrac23=0,\nonumber\\
p^2,\ J=2,\ D=(-\tfrac12,1):&\quad -\tfrac16+\tfrac23=\tfrac12,\quad \tfrac32\mathsf{ab}=\tfrac1{\sqrt2},\quad -\tfrac13+\tfrac13=0 .
\label{Hso}
\end{align}
The singlet diagonal elements vanish because $\langle\mathbf s_i\rangle=0$ in a spin singlet. A symmetric matrix with diagonal $A,B$ and off-diagonal $u$ has eigenvalues $\tfrac12(A+B)\pm R$, where $\Delta=\tfrac12(B-A)$ and $R=\sqrt{\Delta^2+u^2}$. The lower eigenvector $(c_1,c_2)$ obeys $c_2/c_1=-(R-\Delta)/u$, so the ${}^3P$ weight in the lower level is $w=c_1^2=u^2/[u^2+(R-\Delta)^2]=\tfrac12(1+\Delta/R)$, using $u^2=(R-\Delta)(R+\Delta)$. The levels are
\begin{align}
sp:\quad&E_0=-G-\zeta,\quad E_2=-G+\tfrac12\zeta,\quad E_1^\pm=-\tfrac14\zeta\pm\sqrt{(G+\tfrac14\zeta)^2+\tfrac12\zeta^2},\label{Esp}\\
p^2:\quad&E_0^\pm=\tfrac12(5F-\zeta)\pm\sqrt{\tfrac14(15F+\zeta)^2+2\zeta^2},\quad E_1=-5F-\tfrac12\zeta,\nonumber\\
&E_2^\pm=-2F+\tfrac14\zeta\pm\sqrt{(3F-\tfrac14\zeta)^2+\tfrac12\zeta^2}.\label{Epp}
\end{align}
For $\zeta\ll G$, $\sqrt{\Delta^2+u^2}=\Delta+u^2/2\Delta+O(\zeta^4)$ gives $E_1^-=-G-\tfrac12\zeta-\zeta^2/4G+\zeta^3/16G^2+O(\zeta^4)$. The interval ratio is then
\begin{equation}
\rho=\frac{E_2-E_1^-}{E_1^--E_0}=\frac{\zeta+\zeta^2/4G}{\zeta/2-\zeta^2/4G}+O(\zeta^2)=2+\frac{3\zeta}{2G}+O(\zeta^2),
\label{ratio}
\end{equation}
and the Land\'e value 2 is obtained only when the level energies are kept to first order in $\zeta$, that is in the limit $\zeta/G\to0$. For $\zeta\gg G$ the root is $\tfrac34\zeta+\tfrac13G+O(1/\zeta)$, so $E_1^--E_0\to\tfrac23G$ and $\rho$ grows in proportion to $\zeta/G$: the levels gather into a $p_{1/2}$ pair and a $p_{3/2}$ pair separated by $\tfrac32\zeta$ at leading order.

In a weak field, with $g_s=2$, the moment operator is $L_z+2S_z=J_z+S_z$. It commutes with $\mathbf S^2$ and does not connect triplet and singlet. The explicit states give $\langle S_z\rangle=\tfrac12$ for ${}^3P_1$, $M=1$, and $1$ for ${}^3P_2$, $M=2$, so $g=\tfrac32$ for both, and $g=1$ for ${}^1P_1$ and ${}^1D_2$; a level with $J=0$ has no $g$ factor. In the mixed blocks with $J=1$ and $J=2$ the lower level has $g=1+w/2$ and the pair sums to $\tfrac52$ for every $\zeta$. The $jj$ states of $sp$, $J=1$, have $w=\tfrac23$ and $\tfrac13$, hence $g=\tfrac43$ and $\tfrac76$.

The point at which neither scheme is better follows from geometry. Let the lower $LS$ state be the unit vector at angle $0$ and the lower $jj$ state the one at angle $\theta$, with $\cos\theta=|T_{11}|$, and let $\delta_C,\delta_{so}$ be the gaps of the two operators. A vector at angle $\varphi$ has energy $\text{const}-\tfrac12\delta_C\cos2\varphi-\tfrac12\delta_{so}\cos2(\varphi-\theta)$, stationary when $\delta_C\sin2\varphi=\delta_{so}\sin2(\theta-\varphi)$. The weights $\cos^2\varphi$ and $\cos^2(\theta-\varphi)$ of the lower level are equal at $\varphi=\theta/2$, which requires $\delta_C=\delta_{so}$, and are then $\tfrac12(1+|T_{11}|)$. The conditions are $2G=\tfrac32\zeta$, $15F=3\zeta$ and $6F=\tfrac32\zeta$, that is $\zeta=\tfrac43G$, $5F$, $4F$, with common weights $0.908$, $0.908$, $0.789$.

\subsection{Dependence on nuclear charge and limits of validity}

At order $\alpha^2$ the spin--orbit operator in a central potential $U$ is $(2m^2c^2)^{-1}r^{-1}U'\,\mathbf l\cdot\mathbf s$, and $(2m^2c^2)^{-1}=\alpha^2/2$ in these units. For $U=-2Z/r$ this gives $\zeta=\alpha^2Z\langle r^{-3}\rangle$. An unscreened hydrogenic $2p$ orbital has $P^2=Z^5r^4e^{-Zr}/24$, so $\langle r^{-3}\rangle=Z^3/24$ and $\zeta=\alpha^2Z^4/24=2.2188\times10^{-6}Z^4$ Ry. With $y=Zr$, and a factor 2 for the two orderings of $r_1,r_2$,
\begin{align}
F^2&=\frac{4Z}{576}\int_0^\infty y\,e^{-y}\;720\Big[1-e^{-y}\sum_{k=0}^6\frac{y^k}{k!}\Big]dy\nonumber\\
&=5Z\Big[1-\sum_{k=0}^6\frac{k+1}{2^{k+2}}\Big]=5Z\Big[1-\frac{247}{256}\Big]=\frac{45Z}{256}\ \text{Ry},
\end{align}
where the bracket times $720$ is $\int_0^yt^6e^{-t}dt$. In this model $\zeta/F^2\propto Z^3$, and the $J=0$ crossover $\zeta=5F=F^2/5$ lies at $Z=[0.175781/(5\times2.2188\times10^{-6})]^{1/3}\approx25$. The figure is a scale estimate within the single configuration $2p^2$ and does not describe a real ion. With unscreened orbitals $2s^2$ has the same one-electron energy as $2p^2$, and its Coulomb coupling to ${}^1S_0$, of size $G^1(2s,2p)/\sqrt3\approx0.10Z$ Ry, is comparable to the gap $15F\approx0.11Z$ Ry, so the configuration mixing left out here changes the $J=0$ levels. For screened shells the hydrogenic values do not apply; $\zeta$ and the Slater integrals can be computed from Hartree--Fock or Kohn--Sham orbitals, or fitted to measured levels. At $Z=5$ the splitting $\tfrac32\zeta=0.002080$ Ry is to be compared with the Dirac value $0.002082$ Ry, a difference of about one part in a thousand of the former and below $(Z\alpha)^2$.

Equation \eqref{main} is exact geometry, but its use for energies rests on the common radial function. Dirac orbitals have different radial functions for $j=l\pm\tfrac12$ and small components of the opposite orbital parity. Then $T$ recouples only the angular and spin parts of the large components, the radial integrals depend on $j$, and the Coulomb matrix carried into the $LS$ labels by $T$ need not be diagonal.

\subsection{Worked example}

Take the round model values $G^1=0.06$ Ry ($G=0.02$ Ry) and $F^2=0.25$ Ry ($F=0.01$ Ry); no real atom is meant. For $\zeta=0.02$ Ry and $sp$, \eqref{Esp} gives $E_0=-0.04$ Ry, $E_2=-0.01$ Ry, $\Delta=0.025$ Ry, $R=\sqrt{0.025^2+0.0002}=0.028723$ Ry and $E_1^\pm=-0.005\pm0.028723=-0.033723,\ +0.023723$ Ry. The triplet weight is $w=\tfrac12(1+0.025/0.028723)=0.9352$, so $g=1.4676$. Since $u<0$ the components have the same sign, and the $(\tfrac12\tfrac12)$ weight is $(\mathsf a\sqrt{0.9352}+\mathsf b\sqrt{0.0648})^2=0.877$. The ratio is $\rho=0.023723/0.006277=3.78$. With $1$ Ry $=13.6057$ eV the levels $J=1,2,1$ lie $0.085$, $0.408$ and $0.867$ eV above $J=0$.

For $p^2$, \eqref{Epp} gives $E_0^\pm=0.015\pm\sqrt{0.085^2+0.0008}=-0.074582,\ +0.104582$ Ry, $E_1=-0.06$ Ry and $E_2^\pm=-0.015\pm\sqrt{0.025^2+0.0002}=-0.043723,\ +0.013723$ Ry. Above the lowest level, the levels $J=1,2,2,0$ lie at $0.198$, $0.420$, $1.201$ and $2.438$ eV. The lower $J=2$ level has the same triplet weight and $g$ as the lower $sp$ level. This is an accident of the parameters: $3F-\zeta/4$ and $G+\zeta/4$ both equal $0.025$ Ry, and $u^2=\zeta^2/2$ in both blocks. The $jj$ weight differs, because $u>0$ gives components of opposite sign and the first row of $T^{pp}_2$ is $(\mathsf b,-\mathsf a)$: $(\mathsf b\sqrt{0.9352}+\mathsf a\sqrt{0.0648})^2=0.587$.

The weights of ${}^3P$ and of the lower $jj$ state in the lower level of each block change with $\zeta$ as follows.
\begin{center}
\begin{tabular}{lccc}
$\zeta$ (Ry) & 0.002 & 0.02 & 0.2\\ \hline
$sp$, $J=1$ & 0.999, 0.699 & 0.935, 0.877 & 0.722, 0.996\\
$p^2$, $J=0$ & 1.000, 0.684 & 0.974, 0.807 & 0.763, 0.989\\
$p^2$, $J=2$ & 0.999, 0.356 & 0.935, 0.587 & 0.430, 0.990\\
$\rho$ ($sp$) & 2.154 & 3.78 & 23.6
\end{tabular}
\end{center}
At either end the weight in the unsuitable scheme approaches $T_{11}^2$, which is $\tfrac23$, $\tfrac23$, $\tfrac13$. At $\zeta=0.002$ Ry, \eqref{ratio} gives $2+0.15=2.15$ against the full $2.154$. The crossover values are $\zeta=0.0267$, $0.05$ and $0.04$ Ry. In the first two blocks $\Delta>0$ for all $\zeta>0$, so the lower level keeps a triplet majority. In the $p^2$, $J=2$ block $\Delta=3F-\zeta/4$ changes sign at $\zeta=12F$; at $\zeta=0.2$ Ry the lower level is $0.570$ singlet with $g=1.215$, and the label ${}^3P_2$ no longer names its largest component.

The numerical check tests \eqref{main} and \eqref{three6j} against overlaps of explicit state vectors for $l_1,l_2\le2$, the antisymmetric case for $l=1,2,3$, and the levels, weights and $g$ factors against diagonalization in a basis of Slater determinants with angular integrals from quadrature.

\section*{Values computed for the example and the checks}
\begin{verbatim}
rows: jj state; columns: LS terms; entries dimensionless
sp (1/2,1/2) [3P0] 9j -0.166667  T -1.000000
sp (1/2,1/2) [3P1,1P1] 9j +0.136083 +0.166667  T +0.816497 +0.577350
sp (1/2,3/2) [3P1,1P1] 9j -0.068041 +0.166667  T -0.577350 +0.816497
sp (1/2,3/2) [3P2] 9j +0.117851  T +1.000000
pp (1/2,1/2) [3P0,1S0] 9j +0.136083 +0.288675  T +0.816497 +0.577350
pp (3/2,3/2) [3P0,1S0] 9j -0.048113 +0.204124  T -0.577350 +0.816497
pp (1/2,3/2) [3P1] 9j +0.083333  T +1.000000
pp (1/2,3/2) [3P2,1D2] 9j +0.048113 -0.091287  T +0.577350 -0.816497
pp (3/2,3/2) [3P2,1D2] 9j +0.068041 +0.064550  T +0.816497 +0.577350
pp (1/2,3/2) 3P2: x=1 6j +0.166667 -0.166667 +0.288675 term -0.024056
pp (1/2,3/2) 3P2: x=2 6j -0.223607 +0.288675 -0.223607 term +0.072169
H_so/zeta LS basis sp J=1: 11 -0.500000 12 -0.707107 22 0.000000
H_so/zeta LS basis pp J=0: 11 -1.000000 12 -1.414214 22 0.000000
H_so/zeta LS basis pp J=2: 11 +0.500000 12 +0.707107 22 0.000000
model: G^1=0.06 Ry, G=0.0200 Ry, F^2=0.25 Ry, F=0.0100 Ry, energies from F^0; 1 Ry=13.6057 eV
sp J=1 jj g factors 1.33333 1.16667, sum 2.50000
zeta = 0.002 Ry
 sp E/Ry J=0: -0.022000; J=1: -0.021049 +0.020049; J=2: -0.019000
 pp E/Ry J=0: -0.052053 +0.100053; J=1: -0.051000; J=2: -0.049034 +0.010034
 sp J=1 lower: weight 3P 0.99881, singlet 0.00119, lower jj 0.69871, g 1.49941 (upper 1.00059)
 pp J=0 lower: weight 3P 0.99965, singlet 0.00035, lower jj 0.68408
 pp J=2 lower: weight 3P 0.99943, singlet 0.00057, lower jj 0.35610, g 1.49971 (upper 1.00029)
 sp interval ratio (E2-E1)/(E1-E0) = 2.1537
zeta = 0.02 Ry
 sp E/Ry J=0: -0.040000; J=1: -0.033723 +0.023723; J=2: -0.010000
 sp eV above lowest J=0: 0.0000; J=1: 0.0854 0.8670; J=2: 0.4082
 pp E/Ry J=0: -0.074582 +0.104582; J=1: -0.060000; J=2: -0.043723 +0.013723
 pp eV above lowest J=0: 0.0000 2.4377; J=1: 0.1984; J=2: 0.4199 1.2015
 sp J=1 lower: weight 3P 0.93519, singlet 0.06481, lower jj 0.87717, g 1.46760 (upper 1.03240)
 pp J=0 lower: weight 3P 0.97442, singlet 0.02558, lower jj 0.80698
 pp J=2 lower: weight 3P 0.93519, singlet 0.06481, lower jj 0.58704, g 1.46760 (upper 1.03240)
 sp interval ratio (E2-E1)/(E1-E0) = 3.7792
zeta = 0.2 Ry
 sp E/Ry J=0: -0.220000; J=1: -0.207797 +0.107797; J=2: +0.080000
 pp E/Ry J=0: -0.407603 +0.257603; J=1: -0.150000; J=2: -0.112829 +0.172829
 sp J=1 lower: weight 3P 0.72180, singlet 0.27820, lower jj 0.99642, g 1.36090 (upper 1.13910)
 pp J=0 lower: weight 3P 0.76308, singlet 0.23692, lower jj 0.98857
 pp J=2 lower: weight 3P 0.42999, singlet 0.57001, lower jj 0.99010, g 1.21499 (upper 1.28501)
 sp interval ratio (E2-E1)/(E1-E0) = 23.5848
equal purity sp J=1: zeta = 0.02667 Ry, purity 0.90825
equal purity pp J=0: zeta = 0.05000 Ry, purity 0.90825
equal purity pp J=2: zeta = 0.04000 Ry, purity 0.78868
hydrogenic 2p: zeta/Z^4 = 2.2188e-06 Ry, F^2/Z = 0.175781 Ry, alpha = 0.0072974
Z=5: 1.5 zeta = 0.002080 Ry, Dirac 2p splitting = 0.002082 Ry
hydrogenic Z with zeta = 5F = F^2/5: 25.12
\end{verbatim}
